# Topping Depolarization on a Square Adsorbate Lattice: Lattice Sum and Work Function

## 1. Definitions and conventions

Identical adsorbates occupy a square lattice of spacing \(a\) on a flat metal surface. Their density is \(n=1/a^2\). Each carries a dipole moment \(p\) along the surface normal, counted positive when its positive end points to vacuum. An isolated adsorbate has moment \(p_0\). A field \(E\) along the outward normal adds \(\alpha E\), where \(\alpha\) is the normal polarizability of the adsorbed atom.

The derivation uses Hartree atomic units, so an electron has charge \(-1\). The example uses eV and nm, with \(p\) in e nm and \(\alpha\) in nm³. Energies then acquire the factor \(k=e^2/(4\pi\varepsilon_0)=1.43996\) eV nm.

The model assumes point dipoles, normal moments, linear response, no applied field, and a lattice that keeps its square shape as \(n\) changes. The response of the metal to an adsorbate's own dipole is absorbed in \(p_0\) and \(\alpha\). The images of its neighbours are left out at first and sized in Section 8. The moment \(p\) is that of the charges on the vacuum side, without their image.

The quantities sought are the dimensionless sum

\[
S=\sum_{(i,j)\neq(0,0)}\frac{1}{(i^2+j^2)^{3/2}},
\]

which is about 9.03, and the work-function change \(\Delta\phi(n)\).

## 2. The field of one neighbour

Represent each dipole by charges \(\pm q\) at heights \(\pm d/2\), with \(p=qd\). Consider two such dipoles a lateral distance \(r\) apart, and let \(R=\sqrt{r^2+d^2}\). The first produces the potential \(q/r-q/R\) at the upper end of the second and \(q/R-q/r\) at its lower end. The mean field along the second dipole is minus the potential difference divided by \(d\):

\[
\bar E=-\frac{2q}{d}\left(\frac1r-\frac1R\right)
=-\frac{2p}{d^2}\left(\frac1r-\frac1R\right).
\]

For \(d\ll r\), \(1/R=1/r-d^2/(2r^3)+3d^4/(8r^5)-\dots\), so

\[
\bar E=-\frac{p}{r^3}\left(1-\frac{3d^2}{4r^2}+\dots\right).
\]

The point-dipole limit is \(-p/r^3\). The minus sign means that parallel side-by-side dipoles oppose each other. Summing over \(r=a\sqrt{i^2+j^2}\) gives

\[
E=-\frac{Sp}{a^3}=-S\,p\,n^{3/2}.
\]

## 3. Summation and truncation error

Sum over the square \(|i|,|j|\le N\), and call the result \(S_N\). Every lattice point is the centre of a unit cell, so the omitted cells fill the plane outside a square of half-side \(L=N+\tfrac12\).

With \(f=r^{-3}\), a Taylor expansion about a cell centre gives

\[
\int_{\rm cell}f\,dx\,dy=f+\frac{1}{24}\nabla^2f+\text{fourth derivatives}.
\]

Odd terms vanish by symmetry. The factor is \(\tfrac12\) from the expansion times \(\tfrac1{12}\), the mean of \(x^2\) over the cell. Solving for \(f\), summing over the omitted cells, and replacing the sum of \(\nabla^2f\) by its integral to this order gives

\[
S-S_N=\int_{\rm out}f\,dx\,dy-\frac1{24}\int_{\rm out}\nabla^2f\,dx\,dy+O(L^{-5}).
\]

The remainder has this order because fourth derivatives of \(r^{-3}\) scale as \(r^{-7}\), and their integral over the outer plane scales as \(L^{-5}\).

In polar coordinates the boundary is \(r=L/\cos\theta\) for \(|\theta|\le\pi/4\), repeated in four sectors. The first integral is

\[
4\int_{-\pi/4}^{\pi/4}d\theta\int_{L/\cos\theta}^{\infty}\frac{dr}{r^2}
=\frac4L\int_{-\pi/4}^{\pi/4}\cos\theta\,d\theta=\frac{4\sqrt2}{L}.
\]

In two dimensions \(\nabla^2r^m=m^2r^{m-2}\), so \(\nabla^2f=9r^{-5}\). Since \(\int_\rho^\infty r^{-4}dr=1/(3\rho^3)\), the second term is

\[
-\frac{9}{24}\cdot\frac13\cdot\frac{4}{L^3}\int_{-\pi/4}^{\pi/4}\cos^3\theta\,d\theta
=-\frac{1}{2L^3}\cdot\frac{5\sqrt2}{6}=-\frac{5\sqrt2}{12L^3}.
\]

The angular integral is \(2(s-s^3/3)\) with \(s=1/\sqrt2\). The working formula is therefore

\[
S= S_N+\frac{4\sqrt2}{L}-\frac{5\sqrt2}{12L^3}+O(L^{-5}).
\]

| \(N\) | \(S_N\) | one tail term | two tail terms |
|---|---|---|---|
| 10 | 8.495381 | 9.0341290 | 9.03361993 |
| 20 | 8.757746 | 9.0336900 | 9.03362162 |
| 40 | 8.893955 | 9.0336306 | 9.03362168 |

At \(N=10\) the bare sum is low by 0.54, or 6% of \(S\). One tail term reduces the absolute error to \(5.1\times10^{-4}\), and two reduce it to \(1.8\times10^{-6}\). From \(N=10\) to \(N=20\) the last error falls by a factor 28.22; the \(L^{-5}\) law predicts \((20.5/10.5)^5=28.37\). A bare sum with an error of \(10^{-6}\) would need \(L\approx6\times10^6\).

## 4. An independent evaluation

A second route avoids truncating a slowly decaying sum. The Gaussian integral

\[
\int_0^\infty t^{1/2}e^{-\pi r^2t}\,dt=\frac{\Gamma(3/2)}{(\pi r^2)^{3/2}}=\frac{1}{2\pi r^3}
\]

gives

\[
S=2\pi\int_0^\infty t^{1/2}[\Theta(t)-1]\,dt,\qquad
\Theta(t)=\sum_{i,j}e^{-\pi(i^2+j^2)t}.
\]

Poisson summation equates the sum of a function over the integers to the sum of its Fourier transform over the integers. The transform of \(e^{-\pi tx^2}\) is \(t^{-1/2}e^{-\pi m^2/t}\), so in two dimensions \(\Theta(t)=\Theta(1/t)/t\). Use this on \(0<t<1\) and separate the term 1 from \(\Theta(1/t)\). Its contribution, with the subtracted 1, is

\[
\int_0^1(t^{-1/2}-t^{1/2})\,dt=2-\frac23=\frac43.
\]

In the remaining terms on this interval, the substitution \(u=1/t\) turns \(t^{-1/2}dt\) into \(u^{-3/2}du\) on \(u>1\). With \(E_\nu(x)=\int_1^\infty t^{-\nu}e^{-xt}dt\),

\[
S=2\pi\left[\frac43+\sum_{(i,j)\neq(0,0)}
\left(E_{-1/2}(\pi r^2)+E_{3/2}(\pi r^2)\right)\right],\quad r^2=i^2+j^2.
\]

The terms decay as \(e^{-\pi r^2}\), so \(|i|,|j|\le3\) suffices. The result is 9.03362168, in agreement with the tail-corrected sum.

## 5. Self-consistent moment and work function

Each moment responds to the field of the others:

\[
p=p_0+\alpha E=p_0-\alpha S n^{3/2}p .
\]

Collecting the terms in \(p\) gives the Topping formula,

\[
p=\frac{p_0}{1+X},\qquad X=S\alpha n^{3/2}.
\]

The algebraic solution should be used. Plain iteration, \(p_{m+1}=p_0-Xp_m\), multiplies the error by \(-X\) at each step and diverges for \(X>1\). At \(X=2\), starting from \(p/p_0=1\), it gives \(-1,3,-5,11,-21\). Where iteration is needed, as for unequal sites, a fraction \(w\) of the new value can be mixed with \(1-w\) of the old. The error factor becomes \(1-w(1+X)\), which is 0.1 for \(w=0.3\) and \(X=2\). For the uniform lattice this converges when \(0<w<2/(1+X)\).

To obtain the potential step, average the charges laterally. They form two sheets of density \(\pm nq\), separated by \(d\). The field between them has magnitude \(4\pi nq\) and points from the outer positive sheet to the inner negative one. The potential therefore rises outward by \(4\pi nqd=4\pi np\). An electron's energy outside falls by the same amount:

\[
\Delta\phi=-4\pi np=-\frac{4\pi np_0}{1+S\alpha n^{3/2}} .
\]

Direct summation of the dipole potential at heights \(\pm3a\) gives a step of \(12.56637\,np\), equal to \(4\pi np\) to the digits shown. If the moment is instead defined to include an equal image moment, \(\mu=2p\), the same step reads \(2\pi n\mu\). The two prefactors belong to different definitions and must not be mixed.

## 6. Limits, minimum and sensitivity

At low coverage \(X\ll1\), and

\[
\Delta\phi\approx-4\pi np_0\,(1-S\alpha n^{3/2}).
\]

The first departure from the linear law thus grows as \(n^{5/2}\). For \(X\gg1\) the formula tends to \(-4\pi p_0/(S\alpha n^{1/2})\), which shrinks with coverage. Section 7 shows that this second limit lies outside the stable range.

Between the limits there is an extremum. Since \(d\ln X/d\ln n=3/2\),

\[
\frac{d\ln|\Delta\phi|}{d\ln n}=1-\frac{3}{2}\frac{X}{1+X}=\frac{1-X/2}{1+X}.
\]

It vanishes at \(X=2\), where \(p=p_0/3\). Hence

\[
n^*=\left(\frac{2}{S\alpha}\right)^{2/3},\qquad
\Delta\phi^*=-\frac{4\pi}{3}p_0n^* .
\]

For \(p_0>0\) this is a minimum of the work function; for \(p_0<0\) it is a maximum. Substituting \(X=2(n/n^*)^{3/2}\) gives a form without material parameters:

\[
\frac{\Delta\phi}{\Delta\phi^*}=\frac{3y}{1+2y^{3/2}},\qquad y=\frac{n}{n^*}.
\]

Small relative errors in \(S\) or \(\alpha\) enter \(\Delta\phi\) with the factor \(-X/(1+X)\), which is \(-2/3\) at the minimum. Rounding \(S\) to 9.03, a relative change of \(4\times10^{-4}\), alters \(\Delta\phi^*\) at fixed coverage by about \(3\times10^{-4}\) of its value. An error in \(p_0\) enters with factor 1.

Coverage errors enter at second order there. Differentiating the logarithmic slope once more at \(X=2\) gives \(-\tfrac12\cdot\tfrac32\cdot2/3=-\tfrac12\), so

\[
\frac{\Delta\phi}{\Delta\phi^*}\approx1-\frac14\left(\ln\frac{n}{n^*}\right)^2 .
\]

A 10% coverage error costs about 0.25% of \(|\Delta\phi^*|\), provided that \(p_0\) and \(\alpha\) do not change with coverage.

## 7. Stability of the uniform solution

The equations for individual moments follow from making

\[
U=\sum_i\left(\frac{p_i^2}{2\alpha}-\frac{p_0p_i}{\alpha}\right)
+\frac12\sum_{i\neq j}\frac{p_ip_j}{r_{ij}^3}
\]

stationary, because \(\partial U/\partial p_i=0\) gives \(p_i=p_0-\alpha\sum_{j\ne i}p_j/r_{ij}^3\). A stable solution must be a minimum of \(U\), not merely a stationary point.

Consider a disturbance whose sign alternates as \((-1)^{i+j}\). The sites with even \(i+j\) form a square lattice of spacing \(\sqrt2\), so they contribute \(S/2^{3/2}\) to the sum. The odd sites contribute \(S-S/2^{3/2}\). The alternating sum is the difference:

\[
\frac{2S}{2^{3/2}}-S=-S\left(1-\frac1{\sqrt2}\right)=-2.6459 .
\]

The curvature of \(U\) for this disturbance is proportional to \(1-X(1-1/\sqrt2)\). It is positive when

\[
X<\frac{1}{1-1/\sqrt2}=2+\sqrt2\approx3.414 .
\]

On a periodic lattice of 20 by 20 sites, the alternating disturbance has the lowest interaction sum of all 400 modes. This supports the bound as the first instability of normal moments; it is not a proof for every wave vector of the infinite lattice.

The minimum at \(X=2\) is therefore stable against these disturbances. At the bound, \(y=[(2+\sqrt2)/2]^{2/3}=1.428\), and \(\Delta\phi/\Delta\phi^*=0.971\). With fixed \(p_0\) and \(\alpha\), the stable model can recover no more than about 3% of the lowering after the minimum. A larger rise at high coverage needs another cause, such as a change of bonding or of the adsorbate parameters.

## 8. Worked example: a metal adsorbate on a thermionic emitter

Take \(p_0=0.040\) e nm and \(\alpha=0.010\) nm³. Adsorption sites form a square lattice of spacing 0.316 nm, with density 10.014 nm⁻². Coverage \(\theta\) is the occupied fraction of these sites.

The calculation proceeds as follows:

1. Evaluate \(S\) once with both tail terms.
2. Form \(n=\theta\times10.014\) nm⁻² and \(X=S\alpha n^{3/2}\).
3. Check that \(X<3.414\).
4. Evaluate \(\Delta\phi=-4\pi knp_0/(1+X)\).

At half coverage, \(n=5.007\) nm⁻² and

\[
X=9.0336\times0.010\times5.007^{3/2}=1.012 .
\]

The linear law would give \(-3.624\) eV, and depolarization reduces this to \(-3.624/2.012=-1.801\) eV.

| \(\theta\) | \(X\) | \(p/p_0\) | \(\Delta\phi\) (eV) | linear (eV) |
|---|---|---|---|---|
| 0.05 | 0.032 | 0.969 | −0.351 | −0.362 |
| 0.25 | 0.358 | 0.736 | −1.335 | −1.812 |
| 0.50 | 1.012 | 0.497 | −1.801 | −3.624 |
| 0.787 | 2.000 | 0.333 | −1.902 | −5.707 |
| 1.00 | 2.863 | 0.259 | −1.876 | −7.248 |

The minimum follows from

\[
n^*=\left(\frac{2}{0.090336}\right)^{2/3}=7.885\ {\rm nm}^{-2}
=7.885\times10^{14}\ {\rm cm}^{-2},
\]

\[
\Delta\phi^*=-\frac{4\pi}{3}(1.43996)(0.040)(7.885)=-1.902\ {\rm eV}.
\]

The adsorbate spacing is then 0.356 nm. A square layer of this spacing does not fit the site lattice, so the minimum describes an ordered layer that is free to adjust its spacing. Between half and full coverage \(\Delta\phi\) stays within a range of 0.10 eV, because the growing number of dipoles is nearly offset by their shrinking moments.

At quarter, half and full coverage, ordered square patterns fit on the site lattice. Solving the separate equations for all occupied sites of the periodic 20 by 20 lattice gives mean moments of 0.736454, 0.496975 and 0.258875 times \(p_0\). The closed formula gives the same six digits. This agreement checks the mathematics of the model, not its physical assumptions.

### Effects left out

The following changes are made one at a time, with \(p_0\) and \(\alpha\) fixed. They are not additive.

**Images of neighbours.** A normal dipole at height \(h\) has a parallel image at \(-h\). With \(\rho^2=r^2+4h^2\), the image field at a neighbouring adsorbate is \(p(12h^2/\rho^5-1/\rho^3)\). For \(h\to0\) it equals the direct field and doubles \(S\). For \(h=0.10\) nm at density \(n^*\), the effective sum is 13.583, so \(X=2\times13.583/9.034=3.007\). Then \(\Delta\phi=-5.707/4.007=-1.424\) eV, a lowering 25% smaller than in the basic model. The position of the minimum also shifts. A larger sum alone would move it to lower coverage, but the image part of the sum weakens as \(h/a\) grows. For \(h=0.10\) nm the second effect wins, and the minimum moves up to about 8.6 nm⁻², with \(\Delta\phi=-1.426\) eV. For \(h=0.05\) nm it moves down to about 5.7 nm⁻². Images also change the stability bound of Section 7. The largest feedback factor of normal moments, unstable above 1, is 0.62 for \(h=0.10\) nm at \(n^*\) but 1.30 for \(h=0.05\) nm at full coverage.

**Finite length.** For charges 0.10 nm apart, the expression of Section 2 gives a sum of 8.749 and \(\Delta\phi=-1.943\) eV at \(n^*\). The lowering grows by 2%.

**Disorder.** At half coverage, random occupation puts a mean of \(\theta S\) into the interaction sum, in units of the inverse cube of the site spacing. The ordered lattice has \(\theta^{3/2}S\), which is smaller by \(\sqrt\theta\). A mean-field estimate therefore replaces \(X=1.012\) by \(1.012\sqrt2=1.431\), giving \(p/p_0=0.411\). Solving 60 random arrangements gives \(0.4265\pm0.0005\) (standard error) and \(\Delta\phi=-1.546\) eV, against \(-1.801\) eV for the ordered layer. These values are for the 20 by 20 cell; a 200 by 200 cell gives 0.4264 and \(-1.545\) eV, a shift of about 0.001 eV. Two adjacent dipoles of full moment \(p_0\) repel by 0.073 eV, while \(k_BT=0.155\) eV at 1800 K. Dipole repulsion between neighbours is thus too weak to justify assuming an ordered layer; other interactions might still produce order. In the mean-field estimate \(X=2.863\,\theta\), so \(\Delta\phi\) is proportional to \(\theta/(1+2.863\,\theta)\), whose magnitude grows all the way to full coverage. The fixed sites cause this, not disorder as such. At its minimum the energy of Section 7 equals \(-p_0\sum_i p_i/(2\alpha)\). Occupying one more site adds a variable to the minimization, so this energy cannot rise and the magnitude of the total moment cannot fall. The argument needs \(U\) to have a minimum for the fully occupied lattice, that is \(X<3.414\) at \(\theta=1\). This holds here, where \(X=2.863\), but not for twice this \(\alpha\), where \(X=5.73\).

**Fields.** An applied field of 1 V/nm directed towards the surface reduces \(p\). At \(n^*\) it raises \(\Delta\phi\) by \(4\pi n^*\alpha F/3=0.330\) eV, with \(F\) in V/nm. The lowering of the emission barrier by the same field is a separate effect. Even without an applied field, the depolarizing field on each adsorbate is 3.84 V/nm. Over 0.1 nm this corresponds to about 0.4 eV, so linear response is a serious assumption.

**In-plane moments.** If a free layer had the same polarizability in the plane, its largest in-plane feedback factor at \(n^*\) would be 1.129. A value above 1 means instability. Including metal images at \(h=0.10\) nm lowers the largest value found on a grid of wave vectors to 0.577. At this height and density the metal suppresses the instability, but the margin depends on both. The factor is 0.98 for \(h=0.20\) nm at \(n^*\). At full coverage it is 0.94 for \(h=0.10\) nm and 1.30, which is unstable, for \(h=0.15\) nm. In-plane and normal moments were treated separately, although images can couple them.

### Relation to a real emitter

The site spacing and temperature are close to those of a zirconium-coated tungsten (100) cathode working near 1800 K. Its work function is roughly 2.8 eV, against roughly 4.6 eV for the clean face. The model lowering of 1.9 eV has a similar size, but this is not a validation, since \(p_0\) and \(\alpha\) are round model values. A free zirconium atom has a polarizability of roughly 0.02 nm³, twice the chosen \(\alpha\). The two are not directly comparable, because \(\alpha\) here includes the response of the metal to the adsorbate's own dipole, and bonding changes the atom itself. Doubling \(\alpha\) at fixed \(p_0\) would multiply \(\Delta\phi^*\) by \(2^{-2/3}\), giving about \(-1.2\) eV. Real cathodes also contain oxygen, so a single adsorbate with one fixed dipole is a simplification whose cost is not computed here. Nor are orbital overlap and coverage-dependent bonding, which matter at a spacing of 0.356 nm, not much more than the roughly 0.32 nm between neighbouring atoms in zirconium metal. Among the computed corrections, neighbour images move the result by 0.48 eV at \(n^*\), and disorder moves it by 0.26 eV at half coverage. These shifts far exceed the numerical error in \(S\). The flat minimum can guide a deposition target only if the layer is ordered with an adjustable spacing, and if \(p_0\) and \(\alpha\) stay nearly constant around it. For a layer on the fixed sites of this example, ordered or random, the basic model has no lower work function than at full coverage. This holds while \(p_0\) and \(\alpha\) are fixed and the full layer is stable; it is not a rule for real adsorbate layers. The main computed values are in the numerical output below.

## Table of computed values

```
Lattice sum S (dimensionless)
 N=10: raw 8.495381, one tail 9.0341290, two 9.03361993
 N=20: raw 8.757746, one tail 9.0336900, two 9.03362162
 N=40: raw 8.893955, one tail 9.0336306, two 9.03362168
 theta-function value: 9.03362168
 error ratio N=10 to N=20, two tails: 28.22
Potential step / (n p): 12.56637; 4 pi = 12.56637
p0 = 0.040 e nm, alpha = 0.010 nm^3, k = 1.43996 eV nm
Site spacing 0.316 nm, site density 10.014 nm^-2
Dipole p/p0: linear equations, closed formula
 coverage 0.25: 0.736454, 0.736454
 coverage 0.50: 0.496975, 0.496975
 coverage 1.00: 0.258875, 0.258875
Coverage, n (nm^-2), X, p/p0, dphi (eV), linear law (eV)
 0.050 0.501 0.0320 0.9690 -0.351 -0.362
 0.100 1.001 0.0905 0.9170 -0.665 -0.725
 0.250 2.504 0.3579 0.7365 -1.335 -1.812
 0.500 5.007 1.0122 0.4970 -1.801 -3.624
 0.787 7.885 2.0000 0.3333 -1.902 -5.707
 1.000 10.014 2.8629 0.2589 -1.876 -7.248
Minimum: n = 7.885 nm^-2 = 7.885e+14 cm^-2
 spacing 0.3561 nm, dphi = -1.902 eV
Plain iteration p/p0: -1.0 3.0 -5.0 11.0 -21.0
 after 12 steps: plain 2731, mixed (weight 0.3) 0.333333
Alternating lattice sum -2.6459, limit of X 3.4142
Neglected effects, at the minimum unless stated
 images, height 0.10 nm: sum 13.583, dphi -1.424 eV
 dipole length 0.10 nm: sum 8.749, dphi -1.943 eV
 half coverage, random: p/p0 0.4265 +- 0.0005
  dphi random -1.546 eV, ordered -1.801 eV
  repulsion of adjacent p0 dipoles 0.0730 eV
  kT at 1800 K: 0.1551 eV
 applied field 1.0 V/nm: dipole step changes by 0.330 eV
 depolarizing field on an adsorbate: 3.840 V/nm
 in-plane feedback (unstable above 1):
  free layer 1.129, with metal images 0.577
```
